\section*{Relativistic multipole rates as parabolas in Grant's gauge parameter}

\section{The decision that depends on the gauge}

A relativistic calculation of a radiative rate can yield two numbers, one from the Coulomb gauge and one from the Babushkin gauge. One must decide which to quote, and whether their difference measures the error. Both numbers are points on one curve, the rate as a function of Grant's gauge parameter $G$. For one electron and one electric multipole this curve is
\begin{equation}
A(G)=K\,(R_C+G R_L)^2,\qquad
R_L=\frac1\omega\int_0^\infty j_L(kr)\,\bigl[\omega-(E_b-E_a)+V_b-V_a\bigr]X_0\,dr .
\label{result}
\end{equation}
Here $b$ is the upper and $a$ the lower state, $V_b(r)$ and $V_a(r)$ are the potentials in which they were computed, $\omega$ is the photon frequency used, and $k=\omega/c$. Hartree atomic units are used. The orbitals are
\begin{equation}
\psi=\frac1r\begin{pmatrix} iP(r)\,\Omega_{\kappa m}\\ Q(r)\,\Omega_{-\kappa m}\end{pmatrix},
\qquad X_0=P_bP_a+Q_bQ_a,\qquad X_\pm=P_bQ_a\pm Q_bP_a .
\end{equation}
The spinors obey $\boldsymbol\sigma\cdot\mathbf l\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$ and $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$, with $\sigma_r=\boldsymbol\sigma\cdot\hat{\mathbf r}$.

\section{Potentials and rate}

An electron of charge $-1$ couples to the field through $c\,\boldsymbol\alpha\cdot\mathbf A-\phi$. Let $u=j_L(kr)Y_{LM}$, so that $\nabla^2u=-k^2u$. The Coulomb-gauge electric multipole is
\begin{equation}
\mathbf A_C=\frac{\nabla\times\nabla\times(\mathbf r u)}{k\sqrt{L(L+1)}}
=\frac{\nabla\,\partial_r(ru)+k^2\mathbf r u}{k\sqrt{L(L+1)}} .
\label{AC}
\end{equation}
The second form follows from $\nabla\cdot(\mathbf ru)=3u+r\partial_ru$ and $\nabla^2(\mathbf ru)=-k^2\mathbf ru+2\nabla u$. The radial Helmholtz equation gives $\partial_r^2(ru)+k^2ru=L(L+1)u/r$. With $x=kr$, $\nabla_\Omega=r\nabla$ acting on angles, and primes on $j_L$ denoting $d/dx$,
\begin{equation}
\mathbf A_C=\sqrt{L(L+1)}\,\frac{j_L}{x}\,Y_{LM}\hat{\mathbf r}
+\frac{j_L'+j_L/x}{\sqrt{L(L+1)}}\,\nabla_\Omega Y_{LM}.
\label{ACparts}
\end{equation}

A gauge change is $\mathbf A\to\mathbf A+\nabla\chi$, $\phi\to\phi-\partial_t\chi$. For time dependence $e^{-i\omega t}$ and $\chi=-(G/k)u$ it gives
\begin{equation}
\mathbf A=\mathbf A_C-\frac Gk\nabla u,\qquad \phi=i\omega\chi=-icG\,u .
\end{equation}
The amplitude, with a factor $c$ removed, is therefore linear in $G$:
\begin{equation}
T=\langle b|\boldsymbol\alpha\cdot\mathbf A-\phi/c|a\rangle=T_C+G\,T_L,\qquad
T_L=\langle b|\,iu-\tfrac1k\boldsymbol\alpha\cdot\nabla u\,|a\rangle .
\label{T}
\end{equation}
This is the absorption amplitude; emission uses the adjoint operator and has the same modulus.

For the rate, enclose the field in a sphere of large radius $\mathcal R$. At large $r$ the mode $\mathbf A_C$ has angular-integrated square $\cos^2(kr+\delta)/(kr)^2$, so $\int|\mathbf A_C|^2d^3r=\mathcal R/(2k^2)$. A mode $N\mathbf A_Ce^{-i\omega t}$ plus its conjugate has energy $\omega^2N^2\mathcal R/(4\pi k^2)$. Equating this to one quantum $\omega$ gives $N^2=4\pi k^2/(\omega\mathcal R)$. Mode frequencies are spaced by $\pi c/\mathcal R$, so the golden rule yields
\begin{equation}
2\pi\,c^2N^2|T|^2\,\frac{\mathcal R}{\pi c}=8\pi\frac{\omega}{c}|T|^2 .
\label{golden}
\end{equation}

\section{First derivation: radial integrals}

Let $\Theta=\langle\Omega_{\kappa_b}|Y_{LM}|\Omega_{\kappa_a}\rangle$. Since $\sigma_r^2=1$ and $\sigma_r$ commutes with $Y_{LM}$, reversing both signs of $\kappa$ leaves $\Theta$ unchanged. For a radial vector field $fY_{LM}\hat{\mathbf r}$, the two off-diagonal blocks of $\boldsymbol\alpha$ give
\begin{equation}
\langle b|\alpha_r fY_{LM}|a\rangle
=i\Theta\int f\,(P_bQ_a-Q_bP_a)\,dr=i\Theta\int fX_-\,dr .
\label{rad}
\end{equation}
The factors are $(-i)(-1)=i$ from the upper-lower block and $(i)(-1)=-i$ from the other.

For the tangential field, $\boldsymbol\sigma\cdot\nabla=\sigma_r(\partial_r-\boldsymbol\sigma\cdot\mathbf l/r)$ implies $\boldsymbol\sigma\cdot\nabla_\Omega Y=-\sigma_r[\boldsymbol\sigma\cdot\mathbf l,Y]$. Taking $\sigma_r$ to the left spinor and then using the eigenvalues of $\boldsymbol\sigma\cdot\mathbf l$,
\begin{equation}
\langle\Omega_\kappa|\boldsymbol\sigma\cdot\nabla_\Omega Y|\Omega_{\kappa'}\rangle
=\langle\Omega_{-\kappa}|[\boldsymbol\sigma\cdot\mathbf l,Y]|\Omega_{\kappa'}\rangle
=(\kappa+\kappa')\langle\Omega_{-\kappa}|Y|\Omega_{\kappa'}\rangle .
\end{equation}
The upper-lower block has $(\kappa,\kappa')=(\kappa_b,-\kappa_a)$ and prefactor $-iP_bQ_a$; the other has $(-\kappa_b,\kappa_a)$ and $iQ_bP_a$. With $\Delta=\kappa_b-\kappa_a$ they add to
\begin{equation}
\langle b|f\,\boldsymbol\alpha\cdot\nabla_\Omega Y|a\rangle=-i\Delta\,\Theta\int fX_+\,dr .
\label{tan}
\end{equation}

Inserting \eqref{ACparts} and $\nabla u/k=j_L'Y\hat{\mathbf r}+(j_L/x)\nabla_\Omega Y$ into \eqref{T} gives $T=i\Theta(R_C+GR_L)$ with
\begin{align}
R_C&=\int\Bigl[-\frac{\Delta\,(j_L'+j_L/x)}{\sqrt{L(L+1)}}X_+
+\sqrt{L(L+1)}\,\frac{j_L}{x}X_-\Bigr]dr,\label{RC}\\
R_L&=\int\Bigl[j_LX_0-j_L'X_-+\Delta\frac{j_L}{x}X_+\Bigr]dr .\label{RL}
\end{align}
Both are real. The angular factor $\Theta$ vanishes unless $l_a+L+l_b$ is even. In that case the Wigner-Eckart theorem, with squared reduced element $(2j_a+1)(2j_b+1)(2L+1)w^2/(4\pi)$ and the orthogonality of the $3j$ symbols, gives, after summing $|\Theta|^2$ over $M$ and $m_a$ and averaging over $m_b$,
\begin{equation}
\frac{(2L+1)(2j_a+1)}{4\pi}\,w^2,\qquad
w=\begin{pmatrix}j_a&L&j_b\\ \frac12&0&-\frac12\end{pmatrix}.
\end{equation}
Multiplication by $8\pi\omega/c$ yields \eqref{result} with $K=2(2L+1)(2j_a+1)w^2\,\omega/c$.

To evaluate $R_L$, use the radial Dirac equations. With $W=E+c^2$ they are
\begin{equation}
P'=-\frac{\kappa}{r}P-\frac{W-V+c^2}{c}Q,\qquad
Q'=\frac{\kappa}{r}Q+\frac{W-V-c^2}{c}P ,
\label{dirac}
\end{equation}
where primes on $P$, $Q$ and $X_-$ mean $d/dr$. Differentiating $X_-=P_bQ_a-Q_bP_a$ and substituting, the $c^2$ terms cancel in the coefficients of both $P_bP_a$ and $Q_bQ_a$:
\begin{equation}
X_-'=-\frac{\Delta}{r}X_+-\frac1c\bigl[E_b-E_a-V_b+V_a\bigr]X_0 .
\end{equation}
Because $j_L'=(1/k)\,dj_L/dr$, integration by parts turns $-\int j_L'X_-dr$ into $(1/k)\int j_LX_-'dr$; bound orbitals make the boundary terms vanish. The $X_+$ part cancels the last term of \eqref{RL}. What remains is the $R_L$ in \eqref{result}.

\section{Second derivation: a commutator}

Write $h_0=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2$. Since $u$ commutes with $\beta$ and $[\mathbf p,u]=-i\nabla u$,
\begin{equation}
[h_0,u]=-ic\,\boldsymbol\alpha\cdot\nabla u,\qquad
\boldsymbol\alpha\cdot\nabla u=\frac ic[h_0,u].
\end{equation}
The states satisfy $h_0|a\rangle=(W_a-V_a)|a\rangle$ and, for Hermitian $V_b$, $\langle b|h_0=\langle b|(W_b-V_b)$. The rest energies cancel in $W_b-W_a=E_b-E_a$. Equation \eqref{T} becomes
\begin{align}
T_L&=i\langle b|u|a\rangle-\frac i\omega\langle b|(W_b-V_b)u-u(W_a-V_a)|a\rangle\nonumber\\
&=\frac i\omega\langle b|(\omega-E_b+E_a)u+V_bu-uV_a|a\rangle .
\label{comm}
\end{align}
For potentials that multiply by functions of $r$, the matrix element of $u$ is $\Theta\int j_LX_0dr$, and \eqref{comm} reproduces $i\Theta R_L$.

The rate is again quadratic in $G$, because $T$ is linear in it. By rotational symmetry $T_C$ and $T_L$ share the same dependence on $m_a$, $m_b$ and $M$, so $A$ is proportional to $|t_C+Gt_L|^2$ with two reduced numbers. Their common phase, which makes this a perfect square of a real function, is supplied by \eqref{RC} and \eqref{RL}.

\section{What each derivation assumes}

The radial route obtains linearity, reality and the perfect square without using any wave equation: \eqref{RC} and \eqref{RL} hold for arbitrary real $P$ and $Q$. It needs \eqref{dirac} to reduce $R_L$, and hence potentials that act as functions of $r$ on each orbital.

The commutator route needs the wave equations from the start, but allows any Hermitian operators $V_a$ and $V_b$. It shows why the curve can fail to be flat. If one common $V$ commutes with $u$ and $\omega=E_b-E_a$, then $T_L=0$. A wrong frequency generally leaves a remainder, and so does a common nonlocal potential, through $\langle b|[V,u]|a\rangle$. The coupling $c\,\boldsymbol\alpha\cdot\mathbf A-\phi$ was obtained from the kinetic operator alone. The phase factor $e^{-i\chi}$ that the wave function acquires in the gauge change also changes a nonlocal $V$, at first order by a multiple of $[V,\chi]$, and that coupling has been left out.

If $R_L\neq0$, the rate is zero at $G_0=-R_C/R_L$ and grows without limit away from it. Every non-negative rate is then reached for some $G$, so a scan over $G$ gives no error bar. If $R_L=0$, the curve is flat, but a poor common local potential achieves this as well as a good one.

\section{Babushkin and length, Coulomb and velocity}

For small $x$, $u\simeq k^Lr^LY_{LM}/(2L+1)!!$ and $\partial_r(ru)\simeq(L+1)u$. Equation \eqref{AC} then gives
\begin{equation}
\mathbf A_C\simeq\frac{G_B}{k}\nabla u,\qquad
\mathbf A\simeq\frac{G_B-G}{k}\nabla u,\qquad G_B=\sqrt{\frac{L+1}{L}} .
\end{equation}
The vector potential starts as $x^{L-1}$ unless $G=G_B$, the Babushkin choice. There, the recurrence $j_{L+1}=Lj_L/x-j_L'$ leaves
\begin{equation}
\mathbf A=j_{L+1}\Bigl[G_BY\hat{\mathbf r}-\frac{\nabla_\Omega Y}{\sqrt{L(L+1)}}\Bigr],
\qquad -\frac{\phi}{c}=iG_Bu ,
\end{equation}
so $\mathbf A$ starts as $x^{L+1}$. By \eqref{rad} and \eqref{tan}, $R_B=R_C+G_BR_L$ is
\begin{equation}
R_B=G_B\int\Bigl[j_LX_0+j_{L+1}\Bigl(X_-+\frac{\Delta}{L+1}X_+\Bigr)\Bigr]dr .
\end{equation}
For a one-electron ion of nuclear charge $Z$, a transition between different shells, and $\alpha_f=1/c$, both $Q/P$ and $x$ are of order $Z\alpha_f$. The second term is thus smaller by $(Z\alpha_f)^2$, and the first gives the length form
\begin{equation}
R_B\to G_B\frac{k^L}{(2L+1)!!}\int r^LP_bP_a\,dr .
\label{length}
\end{equation}

In the Coulomb gauge, $G=0$, no scalar potential is present. At low charge the lower component is $\boldsymbol\sigma\cdot\mathbf p/(2c)$ acting on the upper one, so
\begin{equation}
T_C\to\frac1{2c}\langle b|\mathbf A_C\cdot\mathbf p+\mathbf p\cdot\mathbf A_C
+\boldsymbol\sigma\cdot(\nabla\times\mathbf A_C)|a\rangle
\to\frac1c\langle b|\mathbf A_C\cdot\mathbf p|a\rangle .
\end{equation}
The last step holds because the leading $\mathbf A_C$ is the gradient of a harmonic function, with neither curl nor divergence. This is the velocity form. For a lower $s$ state, $\mathbf p=-i\nabla$ acts on $P_a/r$ alone, and
\begin{equation}
R_C\to-\frac{G_B\,L\,k^{L-1}}{(2L+1)!!\,c}\int r^{L-1}P_b\Bigl(P_a'-\frac{P_a}{r}\Bigr)dr .
\label{velocity}
\end{equation}
These are leading-order identifications, not identities at finite $Z$. If cancellation makes the integral in \eqref{length} or \eqref{velocity} small, the neglected terms can matter even at low charge.

\section{A model with a sloping parabola}

Take a potential $-50/r$ for $\kappa=-1$ and $-45/r$ for $\kappa=-2,-3$. This is one Hermitian Hamiltonian, nonlocal because it depends on $\kappa$. For $\kappa=-n$ its nodeless orbitals in charge $Z$ are
\begin{equation}
P\propto r^\gamma e^{-Zr/n},\quad \frac QP=\frac{Z}{c(n+\gamma)},\quad
\gamma=\sqrt{n^2-\frac{Z^2}{c^2}},\quad E=-\frac{Z^2}{n(n+\gamma)} .
\end{equation}
In the second equation of \eqref{dirac}, the $1/r$ terms require $c(n+\gamma)Q/P=Z$ and the constant terms require $E=-(cZ/n)Q/P$; the first equation is then satisfied because $n^2-\gamma^2=Z^2/c^2$.

For $2p_{3/2}\to1s_{1/2}$, $\omega=-254.854+1294.626=1039.772$ hartree, or $28.29$ keV, and $k=7.5876$. Numerical integration of \eqref{RC} and \eqref{RL} on a logarithmic radial grid gives $R_C=0.069812$ and $R_L=0.004914$. The sign of $R_L$ agrees with \eqref{result}, where $V_b-V_a=5/r$ is positive. Here $w^2=1/6$, so $K=2k=15.175$. In atomic units,
\begin{equation}
A(G)=0.07396+0.010412\,G+0.00036644\,G^2,\qquad
G_0=-\frac{0.069812}{0.004914}=-14.21 .
\end{equation}
The Coulomb rate is $0.07396$ a.u., or $3.058\times10^{15}\,\mathrm{s^{-1}}$. At $G_B=\sqrt2$, $R_B=0.069812+1.41421\times0.004914=0.076761$, and the rate is $0.08942$ a.u., or $3.697\times10^{15}\,\mathrm{s^{-1}}$. The Babushkin rate is $20.9\%$ above the Coulomb rate.

The nonrelativistic forms explain this size. For $1s$, $P_a'-P_a/r=-Z_aP_a$. With $n_b=L+1$ and $\lambda=Z_a+Z_b/(L+1)$, $P_bP_a\propto r^{L+2}e^{-\lambda r}$, so the integral with $r^{L-1}$ is $\lambda/(2L+2)$ times that with $r^L$. Also $\omega=\frac12\lambda[Z_a-Z_b/(L+1)]$. Dividing \eqref{velocity} by \eqref{length} gives
\begin{equation}
\frac{\text{velocity}}{\text{length}}
=\frac{LZ_a}{\omega}\,\frac{\lambda}{2L+2}=\frac{LZ_a}{(L+1)Z_a-Z_b} .
\end{equation}
For $L=1$ and $Z_b=0.9Z_a$ this is $1/1.1$, hence a rate ratio $1.21$, against $1.209$ in the relativistic model. For the E2 line $3d_{5/2}\to1s_{1/2}$ the estimate is $1.05^2=1.1025$; the computed rates, $1.3639\times10^{-4}$ and $1.5033\times10^{-4}$ a.u., have ratio $1.102$. These estimates use the nonrelativistic frequency. Each amplitude separately has corrections of order $(Z_a\alpha_f)^2\approx0.13$. The ratio is less affected, because both the exact and the estimated ratio equal one at $Z_b=Z_a$, so the correction carries the further factor $(Z_a-Z_b)/Z_a=0.1$. This argument allows a discrepancy of order $1\%$; the closer agreement found here is not guaranteed by it.

The approach to the two limits can be seen at lower charge, keeping $Z_b=0.9Z_a$ and evaluating \eqref{length} and \eqref{velocity} at the relativistic frequency $E_b-E_a$. For $2p_{3/2}\to1s_{1/2}$ at $Z_a=10$, the Babushkin amplitude is $0.34\%$ below the length form and the Coulomb amplitude $0.18\%$ below the velocity form. At $Z_a=1$ both differences are a hundred times smaller, as expected for corrections of order $(Z\alpha_f)^2$.

With a common charge the parabola is flat, at $0.09172$ a.u. for charge 50 and $0.06057$ a.u. for charge 45. Gauge agreement cannot choose between these potentials. If the frequency for common charge 50 is set $1\%$ too high, the Babushkin rate exceeds the Coulomb rate by $2.02\%$. This is close to $1.01^2-1$, since the E1 length amplitude carries one more power of $\omega$ than the velocity amplitude. For orbitals that solve their Dirac equations, a difference between the two rates thus reveals a state-dependent or nonlocal potential, or a frequency unequal to $E_b-E_a$; it does not by itself say which rate is nearer the truth.
